# First-Order Nonparabolic Lowering of Subbands in a Hard-Wall Triangular Well: a numerical check

```python
"""
Result under test: a hard-wall triangular-well subband of parabolic energy E
is shifted by -alpha*E**2/5 at first order in alpha, when the local kinetic
energy eps obeys eps*(1 + alpha*eps) = T, with T = p**2/(2m).

Scaled symbols: energies are in eps_F = (hbar**2 F**2/(2m))**(1/3), lengths in
eps_F/F; a = parabolic level, beta = alpha*eps_F, K = in-plane parabolic energy.
In these units T = -d^2/dz^2 and V = z, with psi(0) = 0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

roots = -ai_zeros(3)[0]


def sine_states(beta, K=0.0, size=300, box=25.0):
    """Diagonalize f(T + K) + z in the sine basis of a long box."""
    j = np.arange(1, size + 1, dtype=float)
    T = (np.pi * j / box)**2 + K
    kinetic = 2 * T / (1 + np.sqrt(1 + 4 * beta * T))
    row, col = np.meshgrid(j, j, indexing="ij")
    odd = (row + col) % 2 == 1
    H = np.zeros((size, size))
    H[odd] = (-8 * box * row[odd] * col[odd]
              / (np.pi**2 * (row[odd]**2 - col[odd]**2)**2))
    H[np.diag_indices(size)] = box / 2 + kinetic
    return eigh(H)


def ode_level(beta, a, ordering):
    """Hard-wall level of an energy-dependent differential equation."""
    end = a + 9.0

    def wall_value(e):
        def rhs(z, y):
            u = e - z
            if ordering == "wavenumber":
                return [y[1], -u * (1 + beta * u) * y[0]]
            return [(1 + beta * u) * y[1], -u * y[0]]
        sol = solve_ivp(rhs, (end, 0.0), [0.0, -1.0], method="DOP853",
                        rtol=1e-11, atol=1e-12)
        assert sol.success
        y = sol.y[:, -1]
        return y[0] / np.hypot(y[0], y[1])

    guess = a - beta * a**2 / 5
    return brentq(wall_value, guess - 0.1, guess + 0.1, xtol=1e-12)


def airy_mean(func, a):
    """Average of func(z) in the parabolic state, by quadrature."""
    def density(z):
        return airy(z - a)[0]**2
    top = a + 12.0
    norm = quad(density, 0, top, epsabs=1e-12, limit=200)[0]
    value = quad(lambda z: func(z) * density(z), 0, top,
                 epsabs=1e-12, limit=200)[0]
    return value / norm


# Airy antiderivatives on an interval where no boundary term vanishes.
def antiderivatives(s):
    A, D = airy(s)[:2]
    return np.array([s*A*A - D*D,
                     (s*s*A*A - s*D*D + A*D) / 3,
                     (s**3*A*A - s*s*D*D + 2*s*A*D - A*A) / 5])


interval = antiderivatives(0.7) - antiderivatives(-1.3)
for power in range(3):
    direct = quad(lambda s: s**power * airy(s)[0]**2, -1.3, 0.7)[0]
    assert abs(direct - interval[power]) < 1e-10

# Moments of the kinetic energy in the parabolic states.
for a in roots:
    assert abs(airy_mean(lambda z: a - z, a) / a - 1/3) < 1e-8
    assert abs(airy_mean(lambda z: (a - z)**2, a) / a**2 - 1/5) < 1e-8
T2_ratio = airy_mean(lambda z: (roots[0] - z)**2, roots[0]) / roots[0]**2

# Classical time average: dt is proportional to dz/speed.
bounce = quad(lambda x: (1 - x)**-0.5, 0, 1)[0]
classical = quad(lambda x: (1 - x)**2 * (1 - x)**-0.5, 0, 1)[0] / bounce
assert abs(classical - 1/5) < 1e-8

# Spectral problem: parabolic limit, slopes, and in-plane motion.
base, vectors = sine_states(0.0)
assert np.max(np.abs(base[:3] - roots)) < 1e-6
step = 1e-4
for K in (0.0, 0.7):
    coarse = (sine_states(step, K)[0][:3] - base[:3] - K) / step
    fine = (sine_states(step/2, K)[0][:3] - base[:3] - K) / (step/2)
    slope = 2 * fine - coarse
    expected = -(roots**2/5 + 2*roots*K/3 + K**2)
    assert np.allclose(slope, expected, rtol=1e-4, atol=0)
    if K == 0.0:
        slope_ratio = -slope / roots**2

# The remainder must be of second order.
def remainder(beta):
    return sine_states(beta)[0][0] - base[0] + beta * roots[0]**2 / 5


remainder_ratio = remainder(1e-3) / remainder(5e-4)
assert abs(remainder_ratio - 4) < 0.05

# Large-wavenumber amplitude at the wall; normalized scaled psi'(0) is 1.
index = 200
k_large = np.pi * index / 25.0
tail = abs(vectors[index - 1, 0]) * np.sqrt(25.0/2) * k_large**5
assert abs(tail - 2) < 0.06

# Two alternative operator orderings have the same first-order slope.
h = 3e-4
for ordering in ("wavenumber", "mass"):
    for a in roots[:2]:
        derivative = (ode_level(h, a, ordering)
                      - ode_level(-h, a, ordering)) / (2*h)
        assert abs(derivative / (-a*a/5) - 1) < 2e-4

# Worked example: rough round values for a subthreshold InGaAs channel.
q, hbar, m0 = const.e, const.hbar, const.m_e
mass, alpha, field_MV = 0.043, 1.2, 0.2
temperature, gap, eps_s, eps_ox = 300.0, 0.74, 13.9, 9.0
acceptors_cm3, hole_mass = 3e17, 0.45
barrier, barrier_mass, oxide_nm = 2.2, 0.25, 5.0
mobility_cm2, valley_gap = 3000.0, 0.5

F = field_MV * 0.1                                  # eV/nm
h2_2m0 = hbar**2 / (2*m0*q) * 1e18                  # eV nm^2
eps_F = (h2_2m0 / mass * F**2)**(1/3)
length = eps_F / F
beta = alpha * eps_F
E = roots[:2] * eps_F
shift = -alpha * E**2 / 5
all_scaled = sine_states(beta)[0][:2]
check = sine_states(beta, size=420, box=30.0)[0][:2]
assert np.max(np.abs(all_scaled - check)) < 1e-6
E_all = all_scaled * eps_F
E_wave = ode_level(beta, roots[0], "wavenumber") * eps_F
E_mass = ode_level(beta, roots[0], "mass") * eps_F
edge_mass = mass * (1 + 2*alpha*E[0]/3)

# Penetration into a flat finite barrier, with psi'/mass continuous.
def interface(e):
    kappa = np.sqrt(barrier_mass * (barrier - e*eps_F) / h2_2m0)
    extrapolation = barrier_mass / (mass * kappa * length)
    A, D = airy(-e)[:2]
    return A - extrapolation * D


penetration = (brentq(interface, 1.05, roots[0]) - roots[0]) * eps_F

# Depletion curvature and image potential, first order in each.
N_A = acceptors_cm3 * 1e6
permittivity = eps_s * const.epsilon_0
z2_nm2 = airy_mean(lambda z: z*z, roots[0]) * length**2
curvature = -q * N_A * z2_nm2 * 1e-18 / (2*permittivity)
inverse_nm = airy_mean(lambda z: 1/z, roots[0]) / length
image = (q / (16*np.pi*permittivity) * (eps_s-eps_ox)/(eps_s+eps_ox)
         * inverse_nm * 1e9)

# Depletion charge, inversion charge and thermal scales.
kT = const.k * temperature / q
field_SI = F * 1e9
N_dep = permittivity * field_SI / q
width_nm = N_dep / N_A * 1e9
bending = F * width_nm / 2
N_v = 2 * (hole_mass*m0*kT*q/(2*np.pi*hbar**2))**1.5
fermi_valence = kT * np.log(N_v/N_A)
subband_fermi = gap - fermi_valence - bending + E[0]
n_inv = (mass*m0*kT*q/(np.pi*hbar**2)
         * np.log1p(np.exp(-subband_fermi/kT)))
thermal_extra = -alpha * (2*E[0]*kT/3 + kT**2)
tau = mass*m0*mobility_cm2*1e-4/q
broadening = hbar / tau / q

# Leakage estimate with the lowest barrier edge throughout the oxide.
oxide_field = F * eps_s / eps_ox
low_barrier = barrier - E[0] - oxide_field*oxide_nm
kappa_low = np.sqrt(barrier_mass*low_barrier/h2_2m0)
bounce_time = 2*np.sqrt(2*mass*m0*E[0]*q) / (q*field_SI)
leak_width = hbar/bounce_time/q * np.exp(-2*kappa_low*oxide_nm)
interband_margin = gap - bending + E[0]

# Regime claims which the example relies on.
assert alpha * E[0] < 0.3
assert n_inv < 1e-3 * N_dep
assert bending < gap and interband_margin > 0
assert valley_gap > E[1]

print("TESTS (dimensionless)")
print(f"<T^2>/E^2, quadrature, n=1: {T2_ratio:.8f}")
print(f"classical average T^2/E^2: {classical:.8f}")
print("-slope/E^2, n=1,2,3:", np.array2string(slope_ratio, precision=6))
print(f"remainder ratio on halving alpha: {remainder_ratio:.4f}")
print(f"scaled k^5 wall amplitude, k={k_large:.2f}: {tail:.4f}")
print("INPUTS (rough round values)")
print(f"mass: {mass:.3f} m0; alpha: {alpha:.2f} /eV")
print(f"field: {field_MV:.2f} MV/cm; temperature: {temperature:.0f} K")
print(f"gap: {gap:.2f} eV; valley separation: {valley_gap:.2f} eV")
print(f"permittivities, channel/oxide: {eps_s:.1f}, {eps_ox:.1f}")
print(f"acceptors: {acceptors_cm3:.1e} cm^-3; hole mass: {hole_mass:.2f} m0")
print(f"barrier: {barrier:.2f} eV; barrier mass: {barrier_mass:.2f} m0")
print(f"oxide: {oxide_nm:.1f} nm; mobility: {mobility_cm2:.0f} cm2/Vs")
print("SUBBANDS")
print(f"Airy energy: {eps_F*1e3:.3f} meV; length: {length:.4f} nm")
for n in range(2):
    print(f"n={n+1}: Airy root a = {roots[n]:.6f}")
    print(f"  parabolic E: {E[n]*1e3:.3f} meV; alpha E: {alpha*E[n]:.4f}")
    print(f"  first-order shift: {shift[n]*1e3:.3f} meV")
    print(f"  first-order level: {(E[n]+shift[n])*1e3:.3f} meV")
    print(f"  all-order level: {E_all[n]*1e3:.3f} meV")
    print(f"  all-order shift: {(E_all[n]-E[n])*1e3:.3f} meV")
spacing = E[1] - E[0]
print(f"parabolic spacing: {spacing*1e3:.3f} meV")
print(f"first-order spacing: {(spacing+shift[1]-shift[0])*1e3:.3f} meV")
print(f"n=1 first-order edge mass: {edge_mass:.5f} m0")
print("NEGLECTED EFFECTS, n=1")
print(f"local-wavenumber ordering, level: {E_wave*1e3:.3f} meV")
print(f"position-dependent-mass ordering, level: {E_mass*1e3:.3f} meV")
print(f"barrier penetration shift: {penetration*1e3:.2f} meV")
print(f"depletion-curvature shift: {curvature*1e3:.2f} meV")
print(f"image-potential shift: {image*1e3:.2f} meV")
print(f"thermal energy kT: {kT*1e3:.2f} meV")
print(f"extra nonparabolic shift at K=kT: {thermal_extra*1e3:.2f} meV")
print(f"collision broadening hbar/tau: {broadening*1e3:.2f} meV")
print(f"oxide field: {oxide_field*10:.3f} MV/cm")
print(f"gate-leakage width, estimate: {leak_width:.2e} eV")
print(f"depletion density: {N_dep*1e-4:.3e} cm^-2")
print(f"inversion density: {n_inv*1e-4:.3e} cm^-2")
print(f"depletion width: {width_nm:.2f} nm; bending: {bending:.3f} eV")
print(f"subband above Fermi level: {subband_fermi:.3f} eV")
print(f"subband above bulk valence edge: {interband_margin:.3f} eV")
print(f"satellite valley edge above n=1: {valley_gap-E[0]:.3f} eV")
print("success")
```

Running it gives:

```
TESTS (dimensionless)
<T^2>/E^2, quadrature, n=1: 0.20000000
classical average T^2/E^2: 0.20000000
-slope/E^2, n=1,2,3: [0.2 0.2 0.2]
remainder ratio on halving alpha: 3.9893
scaled k^5 wall amplitude, k=25.13: 2.0224
INPUTS (rough round values)
mass: 0.043 m0; alpha: 1.20 /eV
field: 0.20 MV/cm; temperature: 300 K
gap: 0.74 eV; valley separation: 0.50 eV
permittivities, channel/oxide: 13.9, 9.0
acceptors: 3.0e+17 cm^-3; hole mass: 0.45 m0
barrier: 2.20 eV; barrier mass: 0.25 m0
oxide: 5.0 nm; mobility: 3000 cm2/Vs
SUBBANDS
Airy energy: 70.768 meV; length: 3.5384 nm
n=1: Airy root a = 2.338107
  parabolic E: 165.464 meV; alpha E: 0.1986
  first-order shift: -6.571 meV
  first-order level: 158.893 meV
  all-order level: 159.783 meV
  all-order shift: -5.681 meV
n=2: Airy root a = 4.087949
  parabolic E: 289.297 meV; alpha E: 0.3472
  first-order shift: -20.086 meV
  first-order level: 269.211 meV
  all-order level: 272.737 meV
  all-order shift: -16.560 meV
parabolic spacing: 123.833 meV
first-order spacing: 110.318 meV
n=1 first-order edge mass: 0.04869 m0
NEGLECTED EFFECTS, n=1
local-wavenumber ordering, level: 159.495 meV
position-dependent-mass ordering, level: 159.800 meV
barrier penetration shift: -28.13 meV
depletion-curvature shift: -7.13 meV
image-potential shift: 1.31 meV
thermal energy kT: 25.85 meV
extra nonparabolic shift at K=kT: -4.22 meV
collision broadening hbar/tau: 8.97 meV
oxide field: 0.309 MV/cm
gate-leakage width, estimate: 1.29e-17 eV
depletion density: 1.536e+12 cm^-2
inversion density: 2.891e+06 cm^-2
depletion width: 51.21 nm; bending: 0.512 eV
subband above Fermi level: 0.310 eV
subband above bulk valence edge: 0.393 eV
satellite valley edge above n=1: 0.335 eV
success
```
